# Orbital Magnetization from Wave Packets and Its Slope in a Gap: verification in Python

```python
"""
RESULT UNDER TEST: orbital magnetization of electrons of charge -e in two dimensions,
  M = sum_n int d2k/(2 pi)^2 [ f m + (e/hbar) Omega kT ln(1+exp((mu-E)/kT)) ],
and, for mu in a gap, dM/dmu = dn/dB = C e/h, sigma_xy = -C e^2/h.
  E, f    band energy and Fermi occupation      mu, kT  chemical potential, thermal energy
  Omega   Berry curvature i<du|x|du>            m       moment -(i e/2 hbar)<du|x(H-E)|du>
  C       int Omega d2k / 2 pi, occupied bands  n       electrons per area
Internal units: energy meV, length = moire period a, time hbar/meV.
M is held in units (e/h) meV, m in units (e/hbar) meV a^2, flux per cell in units h/e.
Model: honeycomb lattice with complex second-neighbour hopping (one valley, two bands).
"""
import numpy as np
import sympy as sp
from scipy import constants as const

# ---------------- model ----------------
t1, t2, hop_phase, offset = 4.0, 1.0, 2 * np.pi / 3, 1.0
period_nm, temperature = 5.0, 2.0
kT = const.k * temperature / const.e * 1e3
lattice = np.array([[1.0, 0.0], [0.5, np.sqrt(3) / 2]])
recip = 2 * np.pi * np.linalg.inv(lattice).T
cell_area = np.linalg.det(lattice)
site = np.array([[0.0, 0.0], [1 / 3, 1 / 3]])      # in lattice coordinates

# each hop: (target sublattice, source sublattice, cell shift, amplitude)
one_way = [(0, 1, n, t1) for n in [(0, 0), (1, 0), (0, 1)]]
for n in [(1, 0), (-1, 1), (0, -1)]:
    one_way.append((0, 0, n, t2 * np.exp(1j * hop_phase)))
    one_way.append((1, 1, n, t2 * np.exp(-1j * hop_phase)))
hops = one_way + [(s, t, (-n[0], -n[1]), np.conj(z)) for t, s, n, z in one_way]
hops += [(0, 0, (0, 0), offset), (1, 1, (0, 0), -offset)]


def bloch(k):
    """Bloch Hamiltonian and its two k derivatives, true site positions."""
    out = np.zeros((3,) + k.shape[:-1] + (2, 2), complex)
    for to, fr, n, amp in hops:
        d = (np.array(n) + site[to] - site[fr]) @ lattice
        term = amp * np.exp(-1j * (k @ d))
        out[0][..., to, fr] += term
        out[1][..., to, fr] += -1j * d[0] * term
        out[2][..., to, fr] += -1j * d[1] * term
    return out


def geometry(k):
    """Energies, Berry curvature and orbital moment of both bands."""
    h, hx, hy = bloch(k)
    energy, vec = np.linalg.eigh(h)
    dag = np.conj(np.swapaxes(vec, -1, -2))
    vx, vy = dag @ hx @ vec, dag @ hy @ vec
    curv, mom = np.zeros_like(energy), np.zeros_like(energy)
    for n in (0, 1):
        o = 1 - n
        diff = energy[..., o] - energy[..., n]
        part = np.imag(vx[..., n, o] * vy[..., o, n]) / diff**2
        curv[..., n] = -2 * part
        mom[..., n] = diff * part
    return energy, curv, mom, vec


def k_grid(size):
    i, j = np.meshgrid(np.arange(size), np.arange(size), indexing="ij")
    return np.stack([i, j], -1) / size @ recip


grid = k_grid(240)
energy, curv, mom, vectors = geometry(grid)


def magnetization(mu, kt=kT):
    """Moment part and curvature part of the derived formula."""
    x = (mu - energy) / kt
    occ = 0.5 * (1 + np.tanh(x / 2))
    scale = 2 * np.pi / cell_area
    local = scale * np.mean(np.sum(occ * mom, -1))
    berry = scale * np.mean(np.sum(curv * kt * np.logaddexp(0, x), -1))
    return local, berry


band_top, band_bottom = energy[..., 0].max(), energy[..., 1].min()
gap = band_bottom - band_top
assert gap > 20 * kT
mu_gap = 0.5 * (band_top + band_bottom)

# ---------------- Chern number from plaquette phases ----------------
low = vectors[..., :, 0] * np.exp(1j * (grid @ (site @ lattice).T))


def link(a, b):
    return np.sum(np.conj(a) * b, -1)


right, up = np.roll(low, -1, 0), np.roll(low, -1, 1)
corner = np.roll(right, -1, 1)
loop = link(low, right) * link(right, corner) * link(corner, up) * link(up, low)
chern_raw = -np.sum(np.angle(loop)) / (2 * np.pi)
chern = int(round(chern_raw))
chern_integral = 2 * np.pi / cell_area * np.mean(curv[..., 0])
assert abs(chern_raw - chern) < 1e-8 and chern != 0
assert abs(chern_integral - chern) < 1e-6

# ---------------- moment of an explicit real-space wave packet ----------------
k0 = np.array([4 * np.pi / 3 - 0.4, 0.3])


def packet_moment(width, size=160):
    idx = np.fft.fftfreq(size, 1 / size)
    cells = np.stack(np.meshgrid(idx, idx, indexing="ij"), -1)
    q = cells / size @ recip
    u = geometry(k0 + q)[3][..., :, 0]
    overlap = u @ np.conj(u[0, 0])
    u = u * (np.conj(overlap) / np.abs(overlap))[..., None]
    env = np.exp(-np.sum(q**2, -1) / (4 * width**2))
    psi = [np.fft.ifft2(env * u[..., s] * np.exp(1j * (q @ (site[s] @ lattice))))
           for s in (0, 1)]
    norm = sum(np.sum(np.abs(p)**2) for p in psi)
    pos = [(cells + site[s]) @ lattice for s in (0, 1)]
    centre = sum(np.sum(np.abs(psi[s])[..., None]**2 * pos[s], (0, 1))
                 for s in (0, 1)) / norm
    vel = np.zeros((2, 2, size, size), complex)     # velocity = i [H, r]
    for to, fr, n, amp in hops:
        d = (np.array(n) + site[to] - site[fr]) @ lattice
        moved = amp * np.exp(-1j * (k0 @ d)) * np.roll(psi[fr], n, (0, 1))
        for axis in (0, 1):
            vel[axis, to] += -1j * d[axis] * moved
    spin = 0.0
    for s in (0, 1):
        r = pos[s] - centre
        spin += np.sum(np.conj(psi[s]) * (r[..., 0] * vel[1, s] - r[..., 1] * vel[0, s]))
    return -0.5 * np.real(spin) / norm


packet_wide, packet_narrow = packet_moment(0.10), packet_moment(0.05)
packet_limit = (4 * packet_narrow - packet_wide) / 3    # error is quadratic in width
moment_formula = geometry(k0)[2][0]
assert abs(packet_limit / moment_formula - 1) < 5e-3

# ---------------- phase-space density, symbolic ----------------
x, y, kx, ky = sp.symbols("x y k_x k_y", real=True)
hb, ee, bb = sp.symbols("hbar e B", positive=True)
eps, om = sp.Function("eps")(kx, ky), sp.Function("Om")(kx, ky)
pot = sp.Function("U")(x, y)
system = sp.Matrix([[1, 0, 0, om], [0, 1, -om, 0],
                    [0, ee * bb / hb, 1, 0], [-ee * bb / hb, 0, 0, 1]])
force = sp.Matrix([eps.diff(kx), eps.diff(ky), -pot.diff(x), -pot.diff(y)]) / hb
flow = system.LUsolve(force)
density = 1 + ee * bb * om / hb
coords = (x, y, kx, ky)
weighted = sum(sp.diff(sp.simplify(density * flow[i]), coords[i]) for i in range(4))
plain = sum(sp.diff(sp.simplify(flow[i]), coords[i]) for i in range(4))
assert sp.simplify(weighted) == 0
assert sp.simplify(plain) != 0
assert sp.simplify(system.det() - density**2) == 0

# ---------------- lattice in a real magnetic field ----------------


def field_levels(p, q):
    """Levels at flux p/q per cell, Peierls phases for charge -e."""
    cell = np.arange(q)
    levels = []
    for k1 in (0.0, np.pi):
        for k2 in (0.0, np.pi / q):
            h = np.zeros((2 * q, 2 * q), complex)
            for to, fr, n, amp in hops:
                d = np.array(n) + site[to] - site[fr]
                start = cell + site[fr, 0]
                end = start + d[0]
                angle = 2 * np.pi * p / q * (-0.5 * (start + end) * d[1]
                                             + end * site[to, 1] - start * site[fr, 1])
                target = cell + n[0]
                angle = angle - k1 * (target // q) - k2 * n[1]
                h[2 * (target % q) + to, 2 * cell + fr] += amp * np.exp(1j * angle)
            assert np.allclose(h, h.conj().T, atol=1e-9)
            levels.append(np.linalg.eigvalsh(h))
    return np.array(levels)


q_fine, q_coarse = 192, 96
spectra = {(p, q): field_levels(p, q) for q in (q_fine, q_coarse) for p in (1, -1)}


def potential_and_number(p, q, mu):
    """Grand potential and electron number per cell."""
    z = (mu - spectra[p, q]) / kT
    count = z.shape[0] * q
    return (-kT * np.sum(np.logaddexp(0, z)) / count,
            np.sum(0.5 * (1 + np.tanh(z / 2))) / count)


def field_slopes(mu):
    """-dF/dflux and dN/dflux at zero flux, quadratic error removed."""
    res = []
    for q in (q_fine, q_coarse):
        plus, minus = potential_and_number(1, q, mu), potential_and_number(-1, q, mu)
        res.append(np.array([-(plus[0] - minus[0]), plus[1] - minus[1]]) * q / 2)
    return (4 * res[0] - res[1]) / 3


mu_list = [-5.0, mu_gap, 6.0]
formula_values = [magnetization(mu) for mu in mu_list]
field_values = [field_slopes(mu) for mu in mu_list]
for mu, parts, direct in zip(mu_list, formula_values, field_values):
    # tolerance: residual higher powers of the flux, larger when mu cuts a band
    tol = 1e-3 if mu == mu_gap else 5e-3
    assert abs(sum(parts) - direct[0]) < tol, (mu, parts, direct)
local_gap, berry_gap = formula_values[1]
assert min(abs(local_gap), abs(berry_gap)) > 0.1      # neither part can be dropped
full_bands = sum(magnetization(40.0))
assert abs(full_bands) < 1e-6

# slope in the gap and in a band
slope_field = (field_slopes(mu_gap + 1)[0] - field_slopes(mu_gap - 1)[0]) / 2
count_slope = field_values[1][1]
assert abs(slope_field - chern) < 1e-3
assert abs(count_slope - chern) < 1e-5


def formula_slope(mu, kt=kT, step=0.02):
    return (sum(magnetization(mu + step, kt)) - sum(magnetization(mu - step, kt))) / (2 * step)


metal_slope = formula_slope(-5.0)
assert abs(metal_slope - field_values[0][1]) < 1e-2
assert abs(metal_slope - round(metal_slope)) > 2e-2   # not quantized in a band

# two-band form in the gap: M = C (mu - mu_zero)
mu_zero = np.sum(curv[..., 0] * energy.mean(-1)) / np.sum(curv[..., 0])
assert abs(field_values[1][0] - chern * (mu_gap - mu_zero)) < 1e-3

# ---------------- Hall response by time evolution in an electric field ----------------


def driven_velocity(rate, duration=8.0, steps=400, size=30):
    """Mean y velocity of the filled lower band after dk_x/dt is ramped up to rate."""
    k = k_grid(size)
    state = geometry(k)[3][..., :, 0]
    dt = duration / steps

    def shift(t):
        return rate * (t / 2 - duration / (2 * np.pi) * np.sin(np.pi * t / duration))

    for i in range(steps):
        h = bloch(k + np.array([shift((i + 0.5) * dt), 0.0]))[0]
        centre = 0.5 * np.trace(h, axis1=-2, axis2=-1)
        h = h - centre[..., None, None] * np.eye(2)
        size_d = np.sqrt(np.real(h[..., 0, 0])**2 + np.abs(h[..., 0, 1])**2)[..., None]
        turned = np.einsum("...ij,...j->...i", h, state)
        state = np.cos(size_d * dt) * state - 1j * np.sin(size_d * dt) / size_d * turned
    hy = bloch(k + np.array([shift(duration), 0.0]))[2]
    return np.mean(np.real(np.einsum("...i,...ij,...j->...", np.conj(state), hy, state)))


rate = 0.05
mean_vy = (driven_velocity(rate) - driven_velocity(-rate)) / 2
# j_y = -e <v_y>/cell and E_x = -hbar rate/e give sigma_yx; sigma_xy = -sigma_yx
sigma_xy = -2 * np.pi * mean_vy / (cell_area * rate)  # in e^2/h
assert abs(sigma_xy + count_slope) < 1e-2

# ---------------- numbers in laboratory units ----------------
nA = const.e**2 / const.h * 1e-3 * 1e9                # (e/h) times 1 meV, in nA
area_nm2 = cell_area * period_nm**2
mu_b = const.physical_constants["Bohr magneton"][0]
per_cell = 1e-9 * area_nm2 * 1e-18 / mu_b             # Bohr magnetons per cell for 1 nA
tesla = const.h / const.e / (area_nm2 * 1e-18) / q_fine
m_low, m_high = chern * (band_top - mu_zero), chern * (band_bottom - mu_zero)
free_zero = -kT * np.mean(np.sum(np.logaddexp(0, (mu_gap - energy) / kT), -1))
bend = -(potential_and_number(1, q_fine, mu_gap)[0]
         + potential_and_number(-1, q_fine, mu_gap)[0] - 2 * free_zero) * q_fine
levels = spectra[1, q_fine]
gap_field = levels[levels > mu_gap].min() - levels[levels < mu_gap].max()
kT_warm = const.k * 20.0 / const.e * 1e3
warm_slope = formula_slope(mu_gap, kT_warm)
dielectric = 10.0
coulomb = const.e / (4 * np.pi * const.epsilon_0 * dielectric * period_nm * 1e-9) * 1e3


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("moire period", period_nm, "nm", 1)
show("first-neighbour hopping", t1, "meV", 1)
show("second-neighbour hopping", t2, "meV", 1)
show("second-neighbour phase", np.degrees(hop_phase), "deg", 1)
show("sublattice offset (plus/minus)", offset, "meV", 1)
show("temperature", temperature, "K", 1)
show("thermal energy", kT, "meV")
show("moire cell area", area_nm2, "nm^2", 3)
show("lower band bottom", energy[..., 0].min(), "meV", 3)
show("lower band top", band_top, "meV", 3)
show("upper band bottom", band_bottom, "meV", 3)
show("upper band top", energy[..., 1].max(), "meV", 3)
show("gap", gap, "meV", 3)
show("mid-gap chemical potential", mu_gap, "meV", 3)
show("Chern number, plaquettes", chern_raw, "", 6)
show("Chern number, curvature integral", chern_integral, "", 6)
show("packet moment, k width 0.10/a", packet_wide, "(e/hbar) meV a^2")
show("packet moment, k width 0.05/a", packet_narrow, "(e/hbar) meV a^2")
show("packet moment, zero-width limit", packet_limit, "(e/hbar) meV a^2")
show("moment from formula, same k", moment_formula, "(e/hbar) meV a^2")
show("e/h as slope", nA, "nA/meV")
for mu, parts, direct in zip(mu_list, formula_values, field_values):
    tag = f"mu = {mu:.2f} meV"
    show(tag + ", moment part of M", parts[0] * nA, "nA", 2)
    show(tag + ", curvature part of M", parts[1] * nA, "nA", 2)
    show(tag + ", M from formula", sum(parts) * nA, "nA", 2)
    show(tag + ", M from levels in field", direct[0] * nA, "nA", 2)
show("M with both bands full", abs(full_bands) * nA, "nA", 5)
show("gap: dM/dmu from levels in field", slope_field * nA, "nA/meV")
show("gap: same slope over e/h", slope_field, "", 6)
show("gap: added electrons per flux quantum", count_slope, "", 6)
show("mu = -5 meV: dM/dmu over e/h, formula", metal_slope)
show("mu = -5 meV: dN/dflux, levels in field", field_values[0][1])
show("Hall conductivity sigma_xy, time evolution", sigma_xy, "e^2/h")
show("chemical potential where M = 0", mu_zero, "meV")
show("M at lower gap edge, T = 0", m_low * nA, "nA", 2)
show("M at upper gap edge, T = 0", m_high * nA, "nA", 2)
show("change of M across gap", (m_high - m_low) * nA, "nA", 2)
show("same change per moire cell", (m_high - m_low) * nA * per_cell, "Bohr magnetons")
show("test field at flux 1/192", tesla, "T", 3)
show("gap in that field", gap_field, "meV", 3)
show("mid-gap M induced by that field", bend * nA, "nA", 3)
show("slope over e/h at mid-gap, 20 K", warm_slope)
show("spin moment of one hole per cell (g = 2)", 1 / per_cell, "nA", 1)
show("assumed rough dielectric constant", dielectric, "", 0)
show("Coulomb energy at one period", coulomb, "meV", 1)
print("all assertions hold")
```

Output:

```
moire period: 5.0 nm
first-neighbour hopping: 4.0 meV
second-neighbour hopping: 1.0 meV
second-neighbour phase: 120.0 deg
sublattice offset (plus/minus): 1.0 meV
temperature: 2.0 K
thermal energy: 0.1723 meV
moire cell area: 21.651 nm^2
lower band bottom: -15.042 meV
lower band top: -2.000 meV
upper band bottom: 4.862 meV
upper band top: 9.042 meV
gap: 6.862 meV
mid-gap chemical potential: 1.431 meV
Chern number, plaquettes: 1.000000
Chern number, curvature integral: 1.000000
packet moment, k width 0.10/a: -1.6249 (e/hbar) meV a^2
packet moment, k width 0.05/a: -1.6285 (e/hbar) meV a^2
packet moment, zero-width limit: -1.6298 (e/hbar) meV a^2
moment from formula, same k: -1.6298 (e/hbar) meV a^2
e/h as slope: 38.7405 nA/meV
mu = -5.00 meV, moment part of M: -40.31 nA
mu = -5.00 meV, curvature part of M: 8.92 nA
mu = -5.00 meV, M from formula: -31.39 nA
mu = -5.00 meV, M from levels in field: -31.39 nA
mu = 1.43 meV, moment part of M: -186.68 nA
mu = 1.43 meV, curvature part of M: 204.54 nA
mu = 1.43 meV, M from formula: 17.86 nA
mu = 1.43 meV, M from levels in field: 17.86 nA
mu = 6.00 meV, moment part of M: -289.56 nA
mu = 6.00 meV, curvature part of M: 362.79 nA
mu = 6.00 meV, M from formula: 73.23 nA
mu = 6.00 meV, M from levels in field: 73.23 nA
M with both bands full: 0.00000 nA
gap: dM/dmu from levels in field: 38.7404 nA/meV
gap: same slope over e/h: 1.000000
gap: added electrons per flux quantum: 1.000000
mu = -5 meV: dM/dmu over e/h, formula: -0.5074
mu = -5 meV: dN/dflux, levels in field: -0.5074
Hall conductivity sigma_xy, time evolution: -0.9977 e^2/h
chemical potential where M = 0: 0.9700 meV
M at lower gap edge, T = 0: -115.06 nA
M at upper gap edge, T = 0: 150.78 nA
change of M across gap: 265.84 nA
same change per moire cell: 0.6206 Bohr magnetons
test field at flux 1/192: 0.995 T
gap in that field: 6.941 meV
mid-gap M induced by that field: -2.362 nA
slope over e/h at mid-gap, 20 K: 0.5486
spin moment of one hole per cell (g = 2): 428.3 nA
assumed rough dielectric constant: 10
Coulomb energy at one period: 28.8 meV
all assertions hold
```
